# Diffuse surface scattering in a film with a rotated cubic Fermi surface

## Question

A metal film fills $0<z<d$ and is unlimited in the $x$ and $y$ directions. Its electrons have the model dispersion

$$\varepsilon(\mathbf k)=\hbar v\,\max(|k_1|,|k_2|,|k_3|),$$

where $k_1,k_2,k_3$ are measured along the edges of a cube. The Fermi surface is then a cube of side $a$. The speed $v$ and the bulk relaxation time $\tau$ are constants, and $\lambda=v\tau$ is the bulk mean free path. The cube edges have zero area and may be ignored in surface integrals.

At first the cube faces are parallel to the coordinate planes. The cube is then turned by $45^\circ$ about $y$, an axis lying in the film. A weak, uniform electric field $E$ acts in the film plane. Motion is semiclassical, and the surfaces are fully diffuse unless stated otherwise.

(a) Set up the Boltzmann equation for a field along $x$. Find the bulk conductivity, and identify the current directions that have no surface correction before and after the rotation.

(b) For the rotated cube and current along $x$, determine what the diffuse surfaces emit, and find the current profile.

(c) Find the film conductivity, its leading correction for a thick film, and its thin-film limit.

(d) Repeat the calculation when a fraction $p$ of the electrons is reflected specularly.

(e) Explain why the same calculation cannot be used unchanged for a $30^\circ$ rotation. Then find the thick-film coefficient for a curved Fermi surface, and examine the effect of rounding the cube.

(f) Evaluate the result for $\lambda=40$ nm, $a=20$ nm$^{-1}$, $v=1.6\times10^6$ m/s and $d=100$ nm at 300 K. Estimate the main neglected effects and compare the model with a copper interconnect.

## Model answers

### (a) Transport equation and bulk conductivity

The electron charge is $-e$. Write the occupation as $f=f_0+\delta f$, where $f_0$ is the Fermi function. To first order in $E$, the steady Boltzmann equation is

$$v_z\frac{\partial\delta f}{\partial z}-\frac{eE}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau}.$$

Since $\partial f_0/\partial k_x=\hbar v_x f_0'(\varepsilon)$, the substitution $\delta f=eE f_0'\,g$ gives, after division by $eEf_0'$,

$$v_z\frac{\partial g}{\partial z}-v_x=-\frac g\tau .$$

Let $\mathbf n$ be the outward unit normal of a face, so that $\mathbf v=v\mathbf n$. Multiplication by $\tau$ yields

$$\lambda n_z\frac{\partial g}{\partial z}+g=\lambda n_x. \tag{1}$$

The function $g$ is a length. In the bulk it equals $\lambda n_x$.

The current density, including both spins, is

$$j_x=-\frac{2e}{(2\pi)^3}\int v_x\,\delta f\,d^3k
=\frac{e^2E}{4\pi^3}\int v_x(-f_0')g\,d^3k.$$

At low temperature $-f_0'$ selects the Fermi surface. With $d^3k=dS\,d\varepsilon/(\hbar v)$ this becomes

$$j_x=\frac{e^2E}{4\pi^3\hbar}\int n_xg\,dS. \tag{2}$$

Each face has area $a^2$. After rotation the six normals are

$$\frac{(\pm1,0,\pm1)}{\sqrt2},\qquad(0,\pm1,0),$$

with independent signs in the first group. Hence $\sum n_x^2=4\times\tfrac12=2$. Before rotation two faces have $n_x^2=1$, and the sum is again 2. Putting $g=\lambda n_x$ in (2) gives, in both cases,

$$\sigma_0=\frac{e^2\lambda a^2}{2\pi^3\hbar}. \tag{3}$$

Before rotation, the faces that carry current along $x$ have $n_z=0$. Their electrons never meet a film surface, so (1) gives the bulk value $g=\lambda n_x$ at every depth. The same holds for current along $y$, both before and after rotation, because the faces $(0,\pm1,0)$ carry it. These currents have no surface correction in this model. After rotation, the faces that carry current along $x$ have $|n_z|=1/\sqrt2$, and their electrons do reach the surfaces.

### (b) Surface emission and current profile

Define

$$\ell=\lambda|n_z|=\frac{\lambda}{\sqrt2}.$$

This is the mean free path projected on the film normal. A diffuse surface destroys the memory of the arriving direction, so all departing electrons share one value of $g$. That value is fixed by the condition that no net particle flux crosses the surface.

Call the departing values $C_0$ at $z=0$ and $C_d$ at $z=d$. Two faces move upward, with $n_x=\pm1/\sqrt2$. Let $S$ be the sum of their $g$. The driving terms in (1) cancel in this sum:

$$\ell\frac{dS}{dz}+S=0,\qquad S(z)=2C_0e^{-z/\ell}.$$

At the upper surface two faces arrive and two depart, all with the same $|n_z|$. Zero net flux therefore requires $2C_d=S(d)$, or $C_d=C_0e^{-d/\ell}$. The downward faces give $C_0=C_de^{-d/\ell}$ in the same way. Combining the two conditions,

$$C_0\left(1-e^{-2d/\ell}\right)=0,$$

so $C_0=C_d=0$ for any nonzero thickness. The surfaces emit electrons with no drift.

Let $s$ be the distance from the surface just left: $s=z$ for upward motion and $s=d-z$ for downward motion. Equation (1) becomes

$$\ell\frac{dg}{ds}+g=\lambda n_x,\qquad g(0)=0,$$

with the solution

$$g=\lambda n_x\left(1-e^{-s/\ell}\right). \tag{4}$$

At each depth, faces with the same $n_z$ and opposite $n_x$ have opposite $g$. Therefore $\sum g=0$ and $\sum n_zg=0$: there is neither a charge density nor a transverse current. The assumed uniform field is consistent with the solution.

The local conductivity follows from (2). The bulk sum is $\sum n_x(\lambda n_x)=2\lambda$. In the film, the two upward faces together contribute $\lambda(1-e^{-z/\ell})$, and the two downward faces contribute $\lambda(1-e^{-(d-z)/\ell})$. Thus

$$\frac{\sigma(z)}{\sigma_0}=1-\frac12\left[e^{-z/\ell}+e^{-(d-z)/\ell}\right]. \tag{5}$$

At the surface of a thick film this ratio is one half. The arriving electrons carry their full bulk drift there, and the departing electrons carry none.

### (c) Film conductivity and its limits

Both exponentials in (5) have the same average over the thickness:

$$\frac1d\int_0^d e^{-z/\ell}\,dz=\frac{\ell}{d}\left(1-e^{-d/\ell}\right).$$

With $x=\ell/d=\lambda/(\sqrt2\,d)$, used from here on as a dimensionless number when it is not a coordinate label, the film conductivity is

$$\frac{\sigma}{\sigma_0}=1-x\left(1-e^{-1/x}\right). \tag{6}$$

For $d\gg\lambda$ the exponential is negligible, and

$$\frac{\sigma}{\sigma_0}\simeq1-\frac{\lambda}{\sqrt2\,d},\qquad
\frac{\rho}{\rho_0}\simeq\frac1{1-x}=1+\frac{\lambda}{\sqrt2\,d}+\frac{\lambda^2}{2d^2}+\cdots. \tag{7}$$

The in-plane current normal to the rotation axis thus gains the leading diffuse correction $\lambda/(\sqrt2\,d)$. It is a fractional loss of conductivity and, to first order, an equal fractional gain of resistivity. The factor $1/\sqrt2$ is the value of $|n_z|$ shared by all the electrons that carry this current.

For a thin film put $u=1/x=d/\ell$, which is small. Then

$$\frac{1-e^{-u}}u=1-\frac u2+\frac{u^2}{6}-\cdots,$$

and (6) becomes

$$\frac{\sigma}{\sigma_0}=\frac u2-\frac{u^2}{6}+\cdots\simeq\frac{d}{\sqrt2\,\lambda}. \tag{8}$$

Since $\sigma_0$ is proportional to $\lambda$, the leading thin-film conductivity no longer depends on the bulk mean free path. The surfaces set the free flight. This limit also requires many occupied subbands, since the motion along $z$ has been treated semiclassically. Even then, for $d\ll\ell$ the subband spacing exceeds the bulk level width $\hbar/\tau$ (see part (f)), so (8) is a semiclassical estimate.

### (d) Partial specular reflection

Specular reflection conserves $k_x$, $k_y$ and energy while reversing $k_z$. The rotated cube is symmetric under $k_z\to-k_z$, so an electron passes between faces with the same $n_x$ and opposite $n_z$. It keeps its drift along $x$.

First consider the diffuse part. For the sum over the two values of $n_x$, specular reflection returns the arriving sum. Diffuse emission, by flux conservation, also returns it. The sum is then unchanged at each surface and falls by $e^{-d/\ell}$ on each crossing. After a round trip it must equal itself, so it vanishes. The diffusely emitted value is again zero.

Now take a face with $n_x>0$, for which $\lambda n_x=\ell$. Let $G$ be its departing value and $\mathcal E=e^{-d/\ell}$. Any difference $\delta$ between the departing values at the two surfaces would obey $\delta=-p\mathcal E\delta$, so $\delta=0$ and one $G$ suffices. After crossing the film, the arriving value is $\ell+(G-\ell)\mathcal E$. A fraction $p$ of it is retained:

$$G=p\left[\ell+(G-\ell)\mathcal E\right],\qquad
G=\frac{p\ell(1-\mathcal E)}{1-p\mathcal E}.$$

The initial deficit from the bulk value is therefore

$$\ell-G=\ell\,\frac{1-p\mathcal E-p+p\mathcal E}{1-p\mathcal E}
=\ell\,\frac{1-p}{1-p\mathcal E}.$$

This deficit decays as $e^{-s/\ell}$. Averaging as in part (c) gives

$$\frac{\sigma}{\sigma_0}=1-(1-p)x\,\frac{1-\mathcal E}{1-p\mathcal E}. \tag{9}$$

For $p=0$ this is (6). For $p=1$ the bulk conductivity is recovered. The leading thick-film loss is $(1-p)\lambda/(\sqrt2\,d)$.

### (e) Other angles and curved surfaces

For a rotation angle $\theta$, write $c=\cos\theta$ and $q=\sin\theta$, with $0<\theta<90^\circ$. The two upward normals are $(c,0,q)$ and $(-q,0,c)$. Consider the region near the lower surface of a very thick film. The arriving electrons have bulk values of $g$, and their contributions to the normal flux, $qc\lambda$ and $-qc\lambda$, cancel. The surface therefore emits $g=0$.

The upward electrons recover over two different distances, $\lambda q$ and $\lambda c$. Their transverse sum is

$$\sum n_zg=\lambda qc\left[e^{-z/(\lambda c)}-e^{-z/(\lambda q)}\right].$$

It vanishes for all $z$ when $q=c$, which is the $45^\circ$ case. Otherwise it varies with depth, which contradicts charge conservation in a steady state. Summing (1) over the faces gives $\lambda\,d(\sum n_zg)/dz=-\sum g$, so the term $g/\tau$ removes particles wherever $\sum g\neq0$. Collisions must instead relax $g$ towards its local mean. Then $j_z$ vanishes, charge builds up, and it produces a field along $z$, which the uniform-field calculation leaves out. For $\theta=30^\circ$ and $d=2.5\lambda$, a numerical solution with a uniform field gives a largest $|j_z|$ of 6.3% of the bulk current density.

For a curved Fermi surface, suppose that $\lambda$ is constant and that every element has a partner with opposite $n_x$, the same $n_z$ and the same area. The transverse current and the diffuse emission then vanish as before. Equation (4) holds for each element with $\ell$ replaced by $\lambda|n_z|$. Its thickness average lowers its contribution by the fraction $\lambda|n_z|/d$ when $d\gg\lambda$. Weighting by the bulk contribution $n_x^2\,dS$,

$$\frac{\sigma}{\sigma_0}\simeq1-C\frac\lambda d,\qquad
C=\frac{\int n_x^2|n_z|\,dS}{\int n_x^2\,dS}. \tag{10}$$

For a sphere let $\mu=n_z$. Averaging over the azimuth replaces $n_x^2$ by $(1-\mu^2)/2$, so

$$C=\frac{\int_0^1\tfrac12(1-\mu^2)\mu\,d\mu}{\int_0^1\tfrac12(1-\mu^2)\,d\mu}
=\frac{1/8}{1/3}=\frac38.$$

The rotated cube has $C=1/\sqrt2\approx0.707$, nearly twice as large at the same $\lambda$ and $d$.

Rounding can be studied with the surfaces $|k_1|^m+|k_2|^m+|k_3|^m=\text{constant}$, turned by $45^\circ$. The value $m=2$ gives the sphere, and $m\to\infty$ gives the cube. Numerical integration of (10) at $m=10$ gives $C=0.649$ for current along $x$. For current along $y$, with $n_x$ replaced by $n_y$ in (10), it gives $C=0.102$. Rounding the edges therefore brings back a correction along $y$: it gives some of the electrons carrying that current a velocity towards the surfaces. What removes the correction in (10) is $n_z=0$ on the current-carrying elements, not flatness as such. The wall of a cylinder with its axis along $z$ is curved and still has $C=0$.

### (f) Numerical example

The Fermi volume is $a^3$, so the electron density is

$$n=\frac{2a^3}{(2\pi)^3}=\frac{a^3}{4\pi^3}=64.5\ \text{nm}^{-3}.$$

The relaxation time is $\tau=\lambda/v=25$ fs. From (3), with $\lambda a^2=40\times20^2=16\,000$ nm$^{-1}$,

$$\rho_0=\frac{2\pi^3\hbar}{e^2\lambda a^2}=1.59\ \mu\Omega\,\text{cm}.$$

For the film,

$$\ell=\frac{40}{\sqrt2}=28.3\ \text{nm},\qquad
x=\frac{28.28}{100}=0.283,\qquad e^{-1/x}=0.029.$$

Equation (6) gives

$$\frac{\sigma}{\sigma_0}=1-0.2828(1-0.0291)=0.725,\qquad
\frac{\rho}{\rho_0}=1.38,$$

and the film resistivity is $2.20\ \mu\Omega$ cm, or $2.20\times10^{-8}\ \Omega$ m. A discretized solution of (1), with flux-conserving surfaces, gives the same conductivity ratio, 0.7254, to the four digits shown in the numerical output.

The first-order resistivity is $1.283\rho_0=2.04\ \mu\Omega$ cm, about 7% below the full model value. The leading term works better for the conductivity. It predicts a loss of 0.283 against the full 0.275, an excess of 3% relative to the full loss. The difference arises because inverting $1-x$ generates the higher powers in (7).

With $\lambda$ held at 40 nm, other thicknesses give:

| $d$ (nm) | $x$ | $\sigma/\sigma_0$ | $\rho/\rho_0$ |
|---:|---:|---:|---:|
| 400 | 0.071 | 0.929 | 1.08 |
| 200 | 0.141 | 0.859 | 1.16 |
| 40 | 0.707 | 0.465 | 2.15 |
| 20 | 1.414 | 0.283 | 3.53 |

At 20 nm the thick-film formula $1-x$ is negative and unusable, while (6) remains positive.

**Neglected effects.** Each estimate below uses the parameters of the 100 nm film and changes one assumption at a time, except that the grain-boundary estimate is made for the bulk, without film surfaces.

- *Specularity.* For $p=0.2$, equation (9) lowers $\rho/\rho_0$ from 1.38 to 1.28. This is close to the first-order diffuse value by numerical coincidence.
- *Edge rounding.* For $m=10$, the leading conductivity loss along $x$ falls from 0.283 to 0.259. Along $y$ it rises from zero to 0.041.
- *Grain boundaries.* Let boundaries normal to $x$ have mean spacing $D=100$ nm and reflection probability $R=0.2$. Treat encounters as random, with rate $|v_x|/D$. Reversals then occur at rate $r=R|v_x|/D$, and each replaces $g$ by $-g$. Without film surfaces, $g=\lambda n_x-2r\tau g$, so
$$\frac{\rho}{\rho_0}=1+2r\tau=1+\frac{2R\ell}{D}=1.11.$$
Random encounters leave out the tendency of a reflected electron to return to the same boundary. For fixed planes this replaces $R$ by $R/(1-R)$, and the ratio becomes 1.14. For $R=0.2$ either addition is smaller than the surface contribution of 0.38, but not negligible. For fixed planes the addition $(2\ell/D)R/(1-R)$ reaches 0.38 at $R\approx0.4$, so grain boundaries can matter as much as the surfaces or more.
- *Thermal smearing.* The Fermi energy is $\hbar va/2=10.5$ eV, and $k_BT$ is 0.0259 eV, a ratio of 0.0025. In this model every energy shell is a cube with the same normals and the same $\lambda$, so smearing leaves the ratio (6) unchanged. In a real metal, temperature also changes $\lambda$.
- *Quantization.* At $k_x=0$ the rotated cube extends to $k_z=a/\sqrt2$. Standing waves are spaced by $\pi/d$, which gives up to $ad/(\sqrt2\,\pi)\approx450$ subbands. Their energy spacing, $\pi\hbar v_z/d=0.023$ eV, is slightly below the bulk level width $\hbar/\tau=0.026$ eV. The ratio of spacing to width is $\pi\ell/d=\pi x$, which passes one at $d=\pi\ell\approx89$ nm. In the 40 nm and 20 nm rows, with the other parameters fixed, the spacing exceeds this width, so the semiclassical result needs more caution there.

**Comparison with copper.** The chosen mean free path and the resulting bulk resistivity are roughly those of copper at room temperature, where about 40 nm and 1.7 $\mu\Omega$ cm are typical. The 100 nm thickness suits a wider interconnect level; the narrowest lines are a few tens of nanometres or less. The cubic Fermi surface is the assumption that copper breaks most clearly, because its Fermi surface is closer to a sphere with necks. Replacing the cube by a sphere at the same $\lambda/d=0.4$ reduces the leading conductivity loss from 0.283 to $0.375\times0.4=0.15$. Real lines also have side walls and grain boundaries, so neither number is a prediction for a particular copper line. In the model, choosing a crystal orientation lowers surface resistance if the velocities on the current-carrying parts of the Fermi surface lie nearly in the film plane. That condition must be established for a real metal before the result is used as a design rule.

## Values computed for the example and the checks

```
mean free path lambda = 40 nm
cube side a = 20 nm^-1
Fermi speed v = 1.60e+06 m/s
temperature = 300 K
film thickness d = 100 nm
electron density = 64.50 nm^-3
relaxation time = 25.0 fs
bulk resistivity = 1.592 micro-ohm cm
k-sum / formula for bulk conductivity = 1.0026
path along film normal lambda/sqrt(2) = 28.28 nm
leading correction x = 0.2828
exp(-1/x) = 0.0291
full conductivity ratio = 0.7254
Boltzmann solver ratio = 0.7254
full resistivity ratio = 1.3785
leading resistivity ratio = 1.2828
film resistivity, full = 2.195 micro-ohm cm
film resistivity, leading = 2.043 micro-ohm cm
d = 400 nm: x = 0.0707, sigma/sigma0 = 0.9293, rho/rho0 = 1.0761
d = 200 nm: x = 0.1414, sigma/sigma0 = 0.8587, rho/rho0 = 1.1646
d = 40 nm: x = 0.7071, sigma/sigma0 = 0.4648, rho/rho0 = 2.1515
d = 20 nm: x = 1.4142, sigma/sigma0 = 0.2831, rho/rho0 = 3.5324
solver coefficient at d = 30 lambda: 0.70711
1/sqrt(2) = 0.70711
unrotated cube, conductivity ratio = 1.0000
rotated cube, current along y, ratio = 1.0000
30 degree tilt, largest |j_z|/j_bulk = 0.0630
sphere coefficient = 0.3750
sharp-cube limit of quadrature = 0.7071
rounding power m = 10
rounded-cube coefficient, current along x = 0.6486
rounded-cube coefficient, current along y = 0.1019
rounded-cube leading correction, x = 0.2595
rounded-cube leading correction, y = 0.0407
specularity p = 0.2
resistivity ratio with this p = 1.2836
grain spacing D = 100 nm
grain reflection probability R = 0.2
grain addition to rho/rho0 = 0.1131
Fermi energy, linear dispersion = 10.53 eV
thermal energy = 0.0259 eV
thermal energy / Fermi energy = 0.00245
largest number of subbands = 450
subband level spacing = 0.0234 eV
bulk level width hbar/tau = 0.0263 eV
```
